Orbital Invariance of the MP2 Energy and Noncanonical Amplitude Equations

1. DEFINITIONS AND CONVENTIONS

The orbitals are orthonormal spin orbitals in a finite basis and may be complex. The letters i, j, k, l, m, n denote orbitals occupied in the Hartree–Fock determinant Φ0; a, b, c, d, e, g denote virtual orbitals; p, q, r, s denote either kind. An orbital letter also stands for its annihilation operator, and a dagger makes it a creation operator. Thus p†q moves an electron from q to p, and pq† + q†p = δ_pq.

With ⟨pq|rs⟩ = ∫∫ φ_p*(1) φ_q*(2) r₁₂⁻¹ φ_r(1) φ_s(2) and ⟨pq||rs⟩ = ⟨pq|rs⟩ − ⟨pq|sr⟩, the electronic Hamiltonian and the Fock matrix are

H = Σ_pq h_pq p†q + ¼ Σ_pqrs ⟨pq||rs⟩ p†q†s r,   (1)
f_pq = h_pq + Σ_k ⟨pk||qk⟩.   (2)

Nuclear repulsion is a constant and is omitted from H. MP2 means second-order perturbation theory with the splitting

H = F + V,  F = Σ_pq f_pq p†q.   (3)

F contains the complete Fock matrix, not just its diagonal. Two conditions are assumed:

(A) f_ia = 0 for all i and a, which is the stationarity condition of Hartree–Fock theory.
(B) Every eigenvalue of the virtual block of f lies above every eigenvalue of the occupied block.

Canonical orbitals are those in which both blocks are diagonal, with elements ε_i and ε_a. Noncanonical orbitals, such as localized ones, are obtained from them by separate unitary rotations U and W:

φ'_i = Σ_k φ_k U_ki,  φ'_a = Σ_c φ_c W_ca.   (4)

The claim is that the MP2 energy E2 does not depend on U or W.

2. WHAT A SEPARATE ROTATION LEAVES UNCHANGED

The determinant. Φ0' is made by the product of the operators Σ_k k†U_ki acting on the vacuum. Terms that repeat an orbital vanish. Each remaining term is a permutation of the original product and carries the sign of that permutation, so

Φ0' = det(U) Φ0,  |det U| = 1.   (5)

The Fock operator. By (2), f depends on the occupied orbitals only through their density matrix, which is unchanged because UU† = 1:

Σ_i φ'_i(x) φ'_i*(y) = Σ_kl φ_k(x) φ_l*(y) Σ_i U_ki U_li* = Σ_k φ_k(x) φ_k*(y).

The one-particle operator is therefore the same, and only its matrix changes:

f'_ij = Σ_kl U_ki* f_kl U_lj,  f'_ab = Σ_cd W_ca* f_cd W_db,  f'_ia = Σ_kc U_ki* f_kc W_ca = 0.   (6)

Condition (A) survives, and so does (B), since a unitary transformation keeps the eigenvalues of each block. F and H are the second-quantized forms of fixed operators, so they do not change either. Hence V = H − F is also fixed.

3. PROOF OF INVARIANCE

Φ0 is an eigenfunction of F even when f is not diagonal. The virtual block gives zero on Φ0, because there is no virtual electron to annihilate. In the occupied block, i†jΦ0 = δ_ij Φ0: for i ≠ j the orbital i is still filled after j has been emptied. Therefore

FΦ0 = E0Φ0,  E0 = Σ_i f_ii.   (7)

Insert H = F + λV, Ψ = Φ0 + λΨ1 + λ²Ψ2 + … and E = E0 + λE1 + λ²E2 + … into HΨ = EΨ, with Ψ1 orthogonal to Φ0. The first two orders are

(F − E0)Ψ1 = −(V − E1)Φ0,   (8)
(F − E0)Ψ2 + (V − E1)Ψ1 = E2Φ0.   (9)

Projection on Φ0 removes the F terms, since F is Hermitian and (7) holds. This leaves E1 = ⟨Φ0|V|Φ0⟩ and E2 = ⟨Φ0|V|Ψ1⟩.

Equation (8) has a unique solution. To see this, use canonical orbitals. A determinant with electrons moved from a set of occupied to a set of virtual orbitals is an eigenfunction of F − E0 with eigenvalue Σε_a − Σε_i over the orbitals involved. By (B) this is positive for every determinant except Φ0. With Q = 1 − |Φ0⟩⟨Φ0|, the operator F − E0 thus has an inverse on the space selected by Q, and

E2 = −⟨Φ0| V Q (F − E0)⁻¹ Q V |Φ0⟩.   (10)

Under the rotation (4), V, F and E0 are unchanged. The phase in (5) cancels in Q and between the bra and the ket of (10). Hence E2' = E2, which proves the claim.

Condition (A) is needed for this form of the expansion; condition (B) is sufficient but stronger than necessary. If f_ai ≠ 0, then FΦ0 contains the terms f_ai a†iΦ0, equation (7) fails, and the expansion cannot start from Φ0 in this form. Section 4.1 shows that QVΦ0 contains only double excitations, so E2 requires only that no ε_a + ε_b − ε_i − ε_j vanish; (B) guarantees this. In a closed shell, where each spatial orbital carries both spins, the lowest of these values is twice the gap between the highest occupied and the lowest virtual orbital. It goes to zero when the gap closes, and E2 then diverges if V couples Φ0 to that state. A rotation that mixes occupied with virtual orbitals changes Φ0 itself and is not covered.

4. THE COUPLED AMPLITUDE EQUATIONS

4.1 The source term

Define Φ_ij^ab = a†b†j i Φ0.

For a single excitation a†iΦ0, the one-electron part of H contributes h_ai. In the two-electron part, one annihilator must be i and the other some occupied k, which a creator refills. Four equal orderings cancel the factor ¼ and give Σ_k ⟨ak||ik⟩. The sum is f_ai. The matrix element of F is also f_ai, so V has no matrix element between Φ0 and a single excitation.

For a double excitation, F contributes nothing. In H the annihilators must be i and j and the creators a and b. Again four equal terms cancel the ¼:

⟨Φ_ij^ab|V|Φ0⟩ = ⟨ab||ij⟩.   (11)

Higher excitations are out of reach of a two-electron operator. Because f_ia = 0, F conserves the number of electrons in virtual orbitals, so its inverse cannot turn doubles into anything else. Therefore

Ψ1 = ¼ Σ_ijab t_ij^ab Φ_ij^ab,  t_ij^ab = −t_ji^ab = −t_ij^ba.   (12)

The ¼ compensates for each distinct determinant appearing four times.

4.2 The action of F

The anticommutation rules give

[p†q, c†] = p†(δ_qc − c†q) − c†p†q = δ_qc p†,
[p†q, k] = p†q k − (δ_pk − p†k)q = −δ_pk q.

In the first line −p†c†q − c†p†q = 0, and in the second p†qk + p†kq = 0. Summing with f_pq and using (A),

[F, c†] = Σ_a f_ac a†,  [F, k] = −Σ_i f_ki i.   (13)

Since FΦ0 = E0Φ0, applying F − E0 to c†d†l k Φ0 leaves only the commutators with the four operators in turn:

(F − E0)Ψ1 = ¼ Σ_klcd t_kl^cd [ Σ_a f_ac a†d†l k + Σ_b f_bd c†b†l k − Σ_j f_lj c†d†j k − Σ_i f_ki c†d†l i ] Φ0.

Rename the summation indices so that each operator string reads a†b†j i. The four terms then have the coefficients

Σ_c f_ac t_ij^cb,  Σ_c f_bc t_ij^ac,  −Σ_k f_kj t_ik^ab,  −Σ_k f_ki t_kj^ab.

Their sum is antisymmetric in i, j and in a, b, so projection on Φ_ij^ab collects four equal contributions and cancels the ¼. With (8) and (11),

⟨ab||ij⟩ + Σ_c (f_ac t_ij^cb + f_bc t_ij^ac) − Σ_k (f_ki t_kj^ab + f_kj t_ik^ab) = 0.   (14)

The energy follows from E2 = ⟨Φ0|V|Ψ1⟩ and the complex conjugate of (11):

E2 = ¼ Σ_ijab ⟨ij||ab⟩ t_ij^ab.   (15)

For complex orbitals the index order matters: the summed index stands second in f_ac and first in f_ki.

In canonical orbitals the sums collapse, and

t_ij^ab = −⟨ab||ij⟩ / (ε_a + ε_b − ε_i − ε_j).   (16)

If a rotation acts only within a set of degenerate orbitals, f stays diagonal and (16) remains valid. For a general rotation, inserting the diagonal elements f'_pp into (16) drops the couplings in (14), and the proof of Section 3 does not apply to the result.

4.3 Invariance in components

An implementation can use the explicit transformation of the amplitudes,

t'_ij^ab = Σ_klcd W_ca* W_db* t_kl^cd U_ki U_lj.   (17)

The integrals ⟨ab||ij⟩ transform in the same way. So does each coupling term. In the first virtual term the sum over the rotated index c meets Σ_c W_gc W_ec* = δ_ge, leaving

Σ_c f'_ac t'_ij^cb = Σ_klegd W_ea* W_db* (f_eg t_kl^gd) U_ki U_lj.

In the first occupied term, Σ_k U_mk* U_nk = δ_mn acts likewise. The left side of (14) in the new orbitals is thus the transform of the old left side, which is zero. In (15) the integral ⟨ij||ab⟩ carries the conjugate factors, so all four rotations cancel in the sum.

If i and j are held fixed and only a and b are summed, W still cancels but U does not. Pair energies are therefore invariant to virtual rotations but in general not to occupied ones.

5. CLOSED SHELLS

Let i, j, a, b now denote real spatial orbitals, with the same orbitals for both spins, and let t_ij^ab be the amplitude for iα, jβ → aα, bβ. The exchange integral vanishes by spin, so the source is K_ij^ab = (ia|jb), where (ia|jb) = ∫∫ φ_i(1)φ_a(1) r₁₂⁻¹ φ_j(2)φ_b(2). Since f conserves spin, (14) becomes R = 0 with

R_ij^ab = K_ij^ab + Σ_c (f_ac t_ij^cb + f_bc t_ij^ac) − Σ_k (f_ki t_kj^ab + f_kj t_ik^ab).   (18)

For equal spins the source is K_ij^ab − K_ij^ba. The equations are linear and treat a and b alike, so the amplitude is t_ij^ab − t_ij^ba. In (15) the two equal-spin cases give

2 · ¼ Σ (K_ij^ab − K_ij^ba)(t_ij^ab − t_ij^ba) = Σ (K_ij^ab − K_ij^ba) t_ij^ab.

The four opposite-spin assignments each give Σ K_ij^ab t_ij^ab; where a and b exchange spins, two minus signs cancel. Multiplied by ¼, they add one such sum. Hence

E2 = Σ_ij e_ij,  e_ij = Σ_ab (2K_ij^ab − K_ij^ba) t_ij^ab.   (19)

6. SOLVING THE EQUATIONS

Write (18) as R = K + At. With o occupied and v virtual orbitals, A is a symmetric matrix of dimension o²v². Its eigenvalues are ε_a + ε_b − ε_i − ε_j, all positive by (B), so a direct solution exists for any choice of rotations. One can also diagonalize the two blocks of f, use the canonical quotient, and transform back with (17).

An iterative solution needs only R, at a cost proportional to o²v³ + o³v². Let D be the diagonal of A, D_ij^ab = f_aa + f_bb − f_ii − f_jj. Start from t = −K/D and repeat

t ← t − R/D.   (20)

The error is multiplied by 1 − D⁻¹A in each update. D is positive, being the diagonal of a positive matrix, so the eigenvalues of D⁻¹A are positive. The iteration converges from every start if and only if they are all below 2. This can fail for strong rotations; conjugate gradients or the direct solution then serve.

A variational energy is available at any stage. Define

⟨x,y⟩ = Σ_ijab (2x_ij^ab − x_ij^ba) y_ij^ab,  J[t] = ⟨t,K⟩ + ⟨t,R⟩ = 2⟨t,K⟩ + ⟨t,At⟩.   (21)

This is the Hylleraas functional. Let t* be the solution, so that K = −At*, and let δ = t − t*. Since A commutes with the exchange of a and b, it is symmetric in this product, and completing the square gives

J[t] = ⟨δ,Aδ⟩ − ⟨t*,At*⟩ = ⟨δ,Aδ⟩ + E2.   (22)

The factor "2 minus exchange" has eigenvalues 1 and 3 and commutes with the positive matrix A. Hence J[t] ≥ E2, with an error quadratic in δ. The plain energy ⟨K,t⟩ differs from E2 by ⟨K,δ⟩, which is linear in δ and can have either sign.

After the first update the two are linked. With t₀ = −K/D and t₁ = t₀ − R₀/D,

⟨K,t₁⟩ = ⟨K,t₀⟩ − ⟨K,R₀/D⟩ = ⟨K,t₀⟩ + ⟨t₀,R₀⟩ = J[t₀].   (23)

D can be moved across the product because it is symmetric in a and b. The energy after one update is therefore an upper bound to E2.

7. WORKED EXAMPLE: WATER

The molecule has O–H distances of 0.96 Å and an angle of 104.5°. The level is RHF/6-31G with all electrons correlated: 5 occupied and 8 virtual orbitals. The basis is small, so the numbers below illustrate the equations and are not converged properties of water. In cc-pVDZ and cc-pVTZ, E2 is −0.204 and −0.275 hartree instead of −0.129. The error from dropping the couplings (Section 7.1) is 3.2% and 2.7% instead of 3.5%, and the energy moved by localization (Section 7.4) is 0.018 and 0.025 hartree instead of 0.012. The centroids given below shift by up to 0.05 bohr.

The core orbital is kept. The four valence occupied orbitals are Boys localized: successive plane rotations maximize Σ_i |⟨i|r|i⟩|². Two of the resulting orbitals have centroids displaced from oxygen toward the hydrogens, by 0.614 bohr along the bisector of the angle; these are the bond orbitals. The other two lie 0.318 bohr on the opposite side and are the lone pairs. The two lowest virtual orbitals are replaced by their normalized sum and difference. The largest off-diagonal elements of f are then 0.2031 hartree in the occupied block and 0.0480 hartree in the virtual block.

7.1 Total energies

Canonical orbitals, quotient formula: E2 = −0.129053 hartree = −3.5117 eV.
Localized orbitals, coupled equations: E2 = −0.129053 hartree.
Localized orbitals, off-diagonal f dropped: −0.124572 hartree.

Dropping the couplings makes an error of 0.004481 hartree, or 3.5% of |E2|. A random orthogonal rotation of all occupied and, separately, all virtual orbitals, with the 5² · 8² = 1600 linear equations solved directly, also gives −0.129053 hartree.

By contrast, mixing the highest occupied orbital with the lowest virtual one by 0.1 rad, with double occupation of the mixed orbital, raises the RHF energy by 0.007456 hartree. The reference is no longer the same.

7.2 Iteration

The updates (20) in the localized orbitals give, in hartree:

start: −0.124572
1 update: −0.127227
2 updates: −0.129154
3 updates: −0.128958
5 updates: −0.129036
10 updates: −0.129054

After 35 updates every element of R is below 10⁻¹¹ hartree. The Hylleraas value at the starting amplitudes is −0.127227 hartree, equal to the energy after one update, as (23) requires. It lies 0.001827 hartree above E2. The second update takes the plain energy below E2, which is possible because that energy is not a bound.

7.3 One amplitude equation

Take both electrons from one bond orbital, i = j, to one of the two combinations of the lowest virtuals, a = b, choosing the combination that gives the larger |t|. For one bond orbital this is the sum and for the other the difference, because the mirror plane that exchanges the bond orbitals also exchanges the two combinations, up to sign. Which is which depends on the arbitrary signs of the canonical orbitals. Here D = 2.325704 hartree and t = −0.036488. The terms of (18), in hartree, are:

integral K: +0.079689
diagonal part, 2.325704 × (−0.0364884): −0.084861
off-diagonal virtual part: −0.000051
off-diagonal occupied part: +0.005223

They sum to zero. Without the two off-diagonal parts the amplitude would be −0.0796895/2.325704 = −0.034265. In this equation nearly all of the coupling comes from the occupied block.

7.4 Pair energies

The diagonal pair energies e_ii of the valence orbitals, in hartree, are:

canonical, in order of rising ε_i: −0.005866, −0.014813, −0.010600, −0.008908
localized: −0.016778 for each bond orbital, −0.009193 for each lone pair

The core value is −0.000315 in both sets. The core orbital was not rotated and has no Fock coupling to the other occupied orbitals, so the equations for the pair with both electrons in the core are changed only by the virtual rotation, which leaves a pair energy invariant (Section 4.3).

With the core included, the sums are, in hartree:

canonical: −0.040502 (i = j) and −0.088552 (i ≠ j)
localized: −0.052257 (i = j) and −0.076796 (i ≠ j)

Localization moves 0.011755 hartree of correlation energy from the pairs with i ≠ j to those with i = j. Each set adds up to the same E2 within rounding. The division into pairs depends on the chosen occupied orbitals; the total does not.

All numerical values are calculated from the stated model.
